\section*{The primary C–H/C–D isotope effect from lost stretch zero-point energy}

\section*{Problem}

A hydrogen atom is transferred from carbon to another atom. In the reactant its C--H stretch has the wavenumber $2900\ \mathrm{cm^{-1}}$. The same reaction is run with deuterium in place of the transferred hydrogen, at $298\ \mathrm{K}$.

\begin{enumerate}
\item[(a)] Suppose that the stretch becomes the reaction coordinate, so that its zero-point energy is completely lost at the saddle point. Estimate the rate ratio $k_H/k_D$.
\item[(b)] When can the loss be complete? For a collinear transfer, is there an upper bound on the ratio?
\item[(c)] How far does the estimate depend on its assumptions?
\end{enumerate}

Use transition-state theory with quantized vibrations and classical motion along the reaction coordinate. Tunnelling is therefore left out; this is the meaning of ``semiclassical'' here. Wavenumbers and atomic mass units (u) are the natural units.

\section*{Solution}

\subsection*{(a) The estimate}

The rate constant is
\begin{equation}
k=\frac{k_BT}{h}\,\frac{Q^\ddagger}{Q_R}\,e^{-V^\ddagger/k_BT}.
\end{equation}
Here $V^\ddagger$ is the height of the saddle above the reactant minimum on the potential surface. The partition functions $Q^\ddagger$ (without the reaction coordinate) and $Q_R$ are measured from these two points, so they contain the zero-point energies. In the Born--Oppenheimer approximation the surface does not depend on nuclear masses, and $V^\ddagger$ cancels from $k_H/k_D$.

Keep one coordinate. The reactant then has one vibration and the saddle has none. With $u=hc\nu/k_BT$ for a harmonic stretch of wavenumber $\nu$, the geometric series gives
\begin{equation}
q=\sum_{n=0}^{\infty}e^{-(n+1/2)u}=\frac{e^{-u/2}}{1-e^{-u}}=\frac{1}{2\sinh(u/2)} .
\end{equation}
Since $k\propto 1/q$,
\begin{equation}
\frac{k_H}{k_D}=\frac{q_D}{q_H}=\frac{\sinh(u_H/2)}{\sinh(u_D/2)}
=e^{(u_H-u_D)/2}\,\frac{1-e^{-u_H}}{1-e^{-u_D}} .
\label{eq:one}
\end{equation}
Here $u_H=14.00$ and $u_D=10.28$, so the last fraction differs from 1 by less than $10^{-4}$. What remains is the exponential of the difference between the two zero-point energies. Each isotopic molecule loses its whole stretch zero-point energy, but the part common to both cancels.

The C--D wavenumber follows from the common force constant $\kappa$. Because $\nu\propto\sqrt{\kappa/\mu}$,
\begin{equation}
\frac{\nu_H}{\nu_D}=\rho=\sqrt{\frac{\mu_D}{\mu_H}},\qquad \mu_X=\frac{m_Am_X}{m_A+m_X},
\end{equation}
where $X$ is H or D and $A$ is the atom to which it is bound. For a bare carbon atom, $m_A=12\ \mathrm{u}$,
\begin{align}
\mu_H&=\frac{12\times1.0078}{13.0078}=0.9297\ \mathrm{u},\\
\mu_D&=\frac{12\times2.0141}{14.0141}=1.7246\ \mathrm{u},
\end{align}
so $\rho=1.3620$ and $\nu_D=\nu_H/\rho=2129.3\ \mathrm{cm^{-1}}$. The difference in zero-point energy is
\begin{equation}
\Delta=\tfrac12(\nu_H-\nu_D)=1450.0-1064.6=385.4\ \mathrm{cm^{-1}},
\end{equation}
or $4.61\ \mathrm{kJ/mol}$. With $k_BT/hc=207.12\ \mathrm{cm^{-1}}$,
\begin{equation}
\frac{k_H}{k_D}\simeq\exp\!\left(\frac{385.4}{207.12}\right)=e^{1.861}\simeq 6.4 .
\end{equation}
While $u_H$ and $u_D$ are both large, the logarithm of the ratio falls as $1/T$.

\subsection*{(b) Complete loss and an upper bound}

Consider the collinear transfer $A\text{--}X+B\to A+X\text{--}B$, with the three atoms confined to a line, so that there are no bends and no rotations. Let $r_1$ and $r_2$ be the changes of the $A$--$X$ and $X$--$B$ distances from their saddle values. Near the saddle,
\begin{equation}
V=V^\ddagger+\tfrac12\left(f_1r_1^2+2f_{12}r_1r_2+f_2r_2^2\right),\qquad f_1f_2<f_{12}^2 ,
\end{equation}
where the inequality gives one direction of negative curvature and one of positive curvature. The saddle therefore still has one real stretch, and its zero-point energy must be counted.

\paragraph{The symmetric saddle.} Let $m_A=m_B$, $f_1=f_2=f$ and $f_{12}>f>0$. Move $A$ by $-s$ and $B$ by $+s$, with $X$ at rest, so that $r_1=r_2=s$. The force on $X$ is $-\partial V/\partial r_1+\partial V/\partial r_2=0$, so $X$ stays at rest. The force on $B$ is $-\partial V/\partial r_2=-(f+f_{12})s$, hence
\begin{equation}
\omega_s^2=\frac{f+f_{12}}{m_A}.
\end{equation}
The mass of $X$ is absent. The real stretch has the same zero-point energy for H and D, and the isotopic difference of the reactant stretch is completely lost. Symmetry is not required; what matters is that $X$ is at rest in the real stretch. With $X$ and the centre of mass at rest, $r_1:r_2=m_B:m_A$, and the force on $X$ vanishes if $f_1m_B+f_{12}m_A=f_{12}m_B+f_2m_A$. The squared frequency of this motion is $f_{12}/m_A+f_2/m_B$, and when it is positive this motion is the real stretch.

\paragraph{The full collinear ratio.} A one-dimensional translation contributes a factor $\sqrt{\text{mass}}$ to the partition function. Write $M_X=m_A+m_X$ and $M_X^\ddagger=m_A+m_X+m_B$. The free atom $B$ cancels, and
\begin{equation}
\frac{k_H}{k_D}=\sqrt{\frac{M_H^\ddagger M_D}{M_D^\ddagger M_H}}\;\frac{q_{s,H}}{q_{s,D}}\;\frac{q_D}{q_H}.
\label{eq:full}
\end{equation}
The masses can be exchanged for frequencies. With $g_i=\partial V/\partial r_i$, Newton's equations are $m_A\ddot x_A=g_1$, $m_X\ddot x_X=g_2-g_1$ and $m_B\ddot x_B=-g_2$. Subtracting neighbouring accelerations gives
\begin{align}
\ddot r_1&=-\left(\frac1{m_A}+\frac1{m_X}\right)g_1+\frac{g_2}{m_X},\\
\ddot r_2&=\frac{g_1}{m_X}-\left(\frac1{m_B}+\frac1{m_X}\right)g_2 .
\end{align}
This is $\ddot{\mathbf r}=-GF\mathbf r$, where $F$ is the matrix of force constants and
\begin{equation}
\det G=\frac1{m_Am_B}+\frac1{m_Am_X}+\frac1{m_Bm_X}=\frac{M_X^\ddagger}{m_Am_Xm_B}.
\end{equation}
The eigenvalues of $GF$ are $-\omega_\ddagger^2$ and $\omega_s^2$, where $i\omega_\ddagger$ is the imaginary frequency. Their product is $\det G\det F$, so $M_X^\ddagger\propto m_X\omega_\ddagger^2\omega_s^2$ with an isotope-independent constant. For the reactant, $\omega^2=\kappa M_X/(m_Am_X)$, so $M_X\propto m_X\omega^2$. The factors $m_X$ cancel in the square root of (\ref{eq:full}), which becomes
\begin{equation}
\sqrt{\frac{M_H^\ddagger M_D}{M_D^\ddagger M_H}}=\frac{\omega_{\ddagger,H}}{\omega_{\ddagger,D}}\,\frac{\omega_{s,H}}{\omega_{s,D}}\,\frac{\omega_D}{\omega_H}.
\end{equation}
Inserting $q=1/[2\sinh(u/2)]$ and grouping each frequency ratio with its own partition functions,
\begin{equation}
\frac{k_H}{k_D}=\frac{\omega_{\ddagger,H}}{\omega_{\ddagger,D}}\,\frac{b(u_H,u_D)}{b(u_{s,H},u_{s,D})},\qquad
b(x,y)=\frac yx\,\frac{\sinh(x/2)}{\sinh(y/2)} .
\label{eq:b}
\end{equation}
In the classical limit, where every $u\to0$, both $b$ factors tend to 1 and the ratio of imaginary frequencies remains.

For the symmetric saddle the lower $b$ is 1. The antisymmetric motion $r_1=-r_2$ has $\omega_\ddagger^2=(f_{12}-f)(1/m_A+2/m_X)$, so the force constants cancel from the frequency ratio:
\begin{equation}
\frac{\omega_{\ddagger,H}}{\omega_{\ddagger,D}}=\sqrt{\frac{1/12+2/1.0078}{1/12+2/2.0141}}=1.386 .
\end{equation}
With $b(u_H,u_D)=4.719$ the rate ratio is $1.386\times4.719=6.54$. It exceeds the one-coordinate estimate by the factor $1.386/1.362=1.018$, which is the translational square root in (\ref{eq:full}) when $\omega_{s,H}=\omega_{s,D}$. Since $1/m_A+2/m_X=2\,[1/(2m_A)+1/m_X]$, the ratio 1.386 is the value of $\rho$ for a partner of mass $2m_A$: along the reaction coordinate $X$ moves against $A$ and $B$ together, whereas in the reactant stretch it moves against $A$ alone.

\paragraph{The bound.} For a displacement $\mathbf x$ of the three atoms, let $K(\mathbf x)$ be twice the quadratic change of $V$, and let $N_X(\mathbf x)=\sum_i m_ix_i^2$. The extreme values of $K/N_X$ are the extreme squared frequencies: the minimum is $-\omega_\ddagger^2$ and the maximum is $\omega_s^2$. Replacing H by D changes one mass, so
\begin{equation}
N_H(\mathbf x)\le N_D(\mathbf x)\le\frac{m_D}{m_H}N_H(\mathbf x).
\end{equation}
Where $K<0$, the second inequality gives $-K/N_H\le(m_D/m_H)(-K/N_D)$. Taking the maximum of each side yields $\omega_{\ddagger,H}\le\sqrt{m_D/m_H}\;\omega_{\ddagger,D}$. Where $K>0$, the first inequality gives $K/N_H\ge K/N_D$, hence $\omega_{s,H}\ge\omega_{s,D}$. Equality needs $N_H=N_D$ for the real stretch, that is $X$ at rest, so this is also the necessary condition for complete loss.

The function $\sinh(z)/z=1+z^2/6+\dots$ has positive coefficients and increases for $z>0$. The lower $b$ in (\ref{eq:b}) is therefore at least 1, and
\begin{equation}
\frac{k_H}{k_D}\le\sqrt{\frac{m_D}{m_H}}\;b(u_H,u_D)=1.4137\times4.719=6.67 .
\label{eq:bound}
\end{equation}
This holds for any mass of $B$ and any force constants of such a saddle, given a harmonic $2900\ \mathrm{cm^{-1}}$ stretch against $12\ \mathrm{u}$ at $298\ \mathrm{K}$. It is a bound, not a predicted value, and it is approached only as $m_B\to\infty$. With the centre of mass at rest, $N_X=\mu_{AB}s^2+\mu'_Xd^2$, where $s$ is the change of the $A$--$B$ distance, $d$ is the displacement of $X$ relative to the centre of mass of $A$ and $B$, $\mu_{AB}$ is the reduced mass of $A$ and $B$, and $\mu'_X$ that of $X$ against $m_A+m_B$. The same argument then replaces $\sqrt{m_D/m_H}$ by $\sqrt{\mu'_D/\mu'_H}$. This sharper bound is 6.54 for $m_B=12\ \mathrm{u}$, attained by the symmetric saddle, and 6.64 for $m_B=100\ \mathrm{u}$. The numerical check tests (\ref{eq:b}) and (\ref{eq:bound}) on 2000 random saddles, using Cartesian normal modes and explicit translational factors; the largest ratio found was 6.64.

\subsection*{(c) What the estimate depends on}

The table changes one assumption at a time. The second decimal serves to compare the cases; the estimate itself does not deserve it.

\begin{center}
\begin{tabular}{lc}
\hline
Case & $k_H/k_D$ \\
\hline
\multicolumn{2}{l}{\emph{Zero-point exponential}}\\
$\rho$ set to 1.35 & 6.14\\
partner of 12 u & 6.43\\
partner of 15 u & 6.65\\
infinitely heavy partner & 7.76\\
Morse stretch, partner of 12 u & 6.71\\
\multicolumn{2}{l}{\emph{Collinear saddle, $m_A=m_B=12$ u}}\\
symmetric & 6.54\\
asymmetric & 2.36\\
symmetric, with a softened bend & 8.33\\
\hline
\end{tabular}
\end{center}

\paragraph{Partner mass.} A heavier partner makes $\rho$ larger and, at fixed $\nu_H$, lowers $\nu_D$. In the infinite limit $\rho=\sqrt{m_D/m_H}=1.4137$, and the ratio rises above 7. The estimate lies between 6 and 7 only for partners of about 8.5 to 23 u (the entry $\rho=1.35$ corresponds to 9.4 u), so this range rests on carbon's finite mass. The 15 u entry, the mass of a methyl group moving rigidly, shows only how sensitive the estimate is to the partner mass. It is not an estimate for a molecule: atoms bound to the carbon need not follow it rigidly during the stretch, which then mixes with other vibrations whose zero-point energies must be counted as well.

\paragraph{Anharmonicity.} Let $2900\ \mathrm{cm^{-1}}$ be the observed fundamental of a Morse oscillator, whose levels are $\omega(n+\frac12)-\omega x(n+\frac12)^2$, with $\omega$ now a wavenumber. The fundamental is $\omega-2\omega x$ and the zero-point energy is $\omega/2-\omega x/4$. Choosing $\omega x=60\ \mathrm{cm^{-1}}$ for H gives $\omega=3020\ \mathrm{cm^{-1}}$. For D, $\omega$ scales as $1/\rho$ and $\omega x$ as $1/\rho^2$. The zero-point energies are then 1495.0 and $1100.6\ \mathrm{cm^{-1}}$; their difference of $394.4\ \mathrm{cm^{-1}}$ gives 6.71. This lies slightly above (\ref{eq:bound}), which was derived for a harmonic stretch.

\paragraph{Incomplete loss.} The asymmetric saddle has $f_1=0.8$, $f_2=0.05$ and $f_{12}=0.25$ in units of the reactant force constant. Its real stretch moves $X$ and lies at $1827.6\ \mathrm{cm^{-1}}$ for H and $1405.4\ \mathrm{cm^{-1}}$ for D. The saddle thus keeps $\frac12(1827.6-1405.4)=211.1\ \mathrm{cm^{-1}}$ of the original difference of $385.4\ \mathrm{cm^{-1}}$, and the ratio falls to 2.36.

\paragraph{Bends.} Suppose that a separable bend of the transferred atom falls from 1400 to $1000\ \mathrm{cm^{-1}}$ for H, with the isotope ratio $\rho$ of the stretch at both points. Its zero-point energy alone multiplies the rate ratio by
\begin{equation}
\exp\!\left[\frac{\frac12(1400-1000)(1-1/1.3620)}{207.12}\right]=1.29 .
\end{equation}
Including thermally excited bend levels reduces this factor to 1.273, and the symmetric saddle then gives $6.54\times1.273=8.33$. This bend is added by hand to a model that has none, and it shows a sensitivity only. A C--H bond in a molecule has two bends, and two such factors give $6.54\times1.273^2=10.6$. Bends can also lower the ratio: if $A$--$X$ is a true diatomic and the linear saddle is placed in space, its two bends have no counterpart in the reactant. With rotations and translations included they divide the ratio by $b^2$ of the bend, and a bend of $1000\ \mathrm{cm^{-1}}$ for H (isotope ratio 1.386) takes 6.54 down to 3.13.

For a $2900\ \mathrm{cm^{-1}}$ stretch against a partner of 12 to 15 u, the cases of the table with complete loss of the stretch alone give ratios between 6 and 7 in semiclassical theory at $298\ \mathrm{K}$; the strict bound, 6.67, holds for the harmonic collinear model with $m_A=12\ \mathrm{u}$. The logarithm of the estimate is proportional to $\nu_H$, so a stiffer stretch, like a much heavier partner, can carry the ratio above 7. Neither the range nor the bound limits measured isotope effects, to which bends and tunnelling may also contribute. Nor does a ratio well below 6 rule out that hydrogen is transferred in the rate-determining step, as the asymmetric saddle shows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature: 298 K
C-H stretch: 2900 cm^-1
masses H, D, partner A: 1.0078, 2.0141, 12.0 u
reduced masses C-H, C-D: 0.9297, 1.7246 u
isotope ratio rho: 1.3620 (no unit)
C-D stretch: 2129.3 cm^-1
zero-point energies C-H, C-D: 1450.0, 1064.6 cm^-1
dZPE: 385.4 cm^-1
dZPE converted: 4.61 kJ/mol
kT: 207.12 cm^-1
dZPE/kT: 1.861 (no unit)
u_H, u_D: 14.00, 10.28 (no unit)
KIE, simple exponential: 6.43 (no unit)
KIE, sum over grid levels: 6.43 (no unit)
KIE with rho set to 1.35: 6.14 (no unit)
KIE with partner of 15 u: 6.65 (no unit)
rho with infinitely heavy partner: 1.4137 (no unit)
KIE with infinitely heavy partner: 7.76 (no unit)
Morse omega, omega*x for H: 3020, 60 cm^-1
Morse ZPE for H, D: 1495.0, 1100.6 cm^-1
Morse dZPE: 394.4 cm^-1
Morse KIE: 6.71 (no unit)
symmetric saddle f, f12: 0.2, 0.3 (bond constant)
  real stretch H, D: 570.8, 570.8 cm^-1
  imaginary mode H, D: 1271.6i, 917.4i cm^-1
  imaginary ratio H/D: 1.3861 (no unit)
  factor beyond sinh ratio: 1.0177 (no unit)
  KIE: 6.54 (no unit)
asymmetric saddle f1, f2, f12: (0.8, 0.05, 0.25) (bond constant)
  real stretch H, D: 1827.6, 1405.4 cm^-1
  imaginary mode H, D: 266.4i, 249.9i cm^-1
  KIE: 2.36 (no unit)
b factor of reactant stretch: 4.719 (no unit)
collinear upper bound on KIE: 6.67 (no unit)
random saddles tested: 2000 (count)
largest KIE among them: 6.64 (no unit)
bend in reactant, saddle (H): 1400, 1000 cm^-1
bend factor, level sums: 1.273 (no unit)
bend factor, zero-point only: 1.293 (no unit)
KIE, symmetric saddle with bend: 8.33 (no unit)
\end{verbatim}
